# Lowest-order variational electron-phonon resistivity and its high-temperature limit: a program that tests the result

```python
"""Lowest-order variational electron-phonon resistivity.

Result under test, for the trial function phi_k = v_kx:
  rho = rate / (2 e^2 D <v_x^2>)
  rate = (4 pi kB T/hbar) * integral dW/W (x/sinh x)^2 A_tr(W)
with x = W/(2 kB T), and rate -> 2 pi lambda_tr kB T/hbar at high T.
W: phonon energy; A_tr: transport spectral function;
lambda_tr = 2 * integral dW A_tr/W; D: Fermi-level states per spin,
energy and volume. For free electrons 2 D <v_x^2> = n/m.

Model: free electrons, phonons W = hbar*c*q with W = W_max at q = 2 kF,
squared coupling |g|^2 = G q/(2 kF), no umklapp. All parameters are round
model values. The input 'coupling' is D*G for unit volume, an energy.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.special import expit

hbar, mass, charge = const.hbar, const.m_e, const.e
kB_eV = const.k / charge
hbar_eV = hbar / charge

density = 8.0e28       # electrons per m^3
W_max = 0.030          # eV
coupling = 0.00225     # eV

kF = (3 * np.pi**2 * density) ** (1 / 3)
vF = hbar * kF / mass
EF = (hbar * kF) ** 2 / (2 * mass)
dos = mass * kF / (2 * np.pi**2 * hbar**2)
sound = W_max * charge / (2 * hbar * kF)


def A_total(W):
    """Spectral function without the transport weight."""
    return 2 * coupling / W_max * (W / W_max) ** 2


def A_transport(W):
    """Spectral function with the weight 1 - cos(angle)."""
    return 4 * coupling / W_max * (W / W_max) ** 4


def variational_rate(T, spectrum):
    """Rate in 1/s from the spectral formula."""
    kT = kB_eV * T

    def integrand(W):
        x = W / (2 * kT)
        return spectrum(W) / W * (x / np.sinh(x)) ** 2
    return 4 * np.pi * kT / hbar_eV * quad(integrand, 0, W_max)[0]


def direct_variational(T):
    """Variational quotient from momentum integrals with actual energies.

    Only the energy delta function is integrated analytically (over the
    angle between k and q). Returns resistivity (ohm m) and rate (1/s).
    """
    kT = const.k * T
    z = np.linspace(-25, 25, 1001)
    dE = (z[1] - z[0]) * kT
    k = np.sqrt(2 * mass * (EF + z * kT)) / hbar
    states = k**2 / (2 * np.pi**2) * mass / (hbar**2 * k)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    G = coupling * charge / dos
    quadratic = 0.0
    for sign in (-1, 1):      # phonon emission, phonon absorption
        q_top = 2 * (k + sign * mass * sound / hbar)
        q = 0.5 * q_top[:, None] * (nodes + 1)
        wq = 0.5 * q_top[:, None] * weights
        W = hbar * sound * q
        bose = 1 / np.expm1(W / kT) + (1 if sign < 0 else 0)
        empty = expit(z[:, None] + sign * W / kT)
        phase = q**2 / (4 * np.pi**2) * mass / (hbar**2 * k[:, None] * q)
        g2 = G * q / (2 * kF)
        dv2 = (hbar * q / mass) ** 2 / 3
        inner = np.sum(wq * phase * g2 * dv2 * bose * empty, axis=1)
        quadratic += np.sum(states * expit(-z) * inner) * dE
    quadratic *= (2 * np.pi / hbar) / (2 * kT)
    window = expit(z) * expit(-z) / kT
    overlap = np.sum(states * (hbar * k / mass) ** 2 / 3 * window) * dE
    return quadratic / (2 * charge**2 * overlap**2), quadratic / overlap


def boltzmann_rates(T, total, transport):
    """Solve the linearized Boltzmann equation for phi = v_x a(energy).

    Returns the rate for a = 1 and the effective rate of the full solution.
    """
    kT = kB_eV * T
    J = 40
    h = W_max / J
    half = int((20 * kT + W_max) / h) + 1
    energy = h * np.arange(-half, half + 1)
    full, empty = expit(-energy / kT), expit(energy / kT)
    size = len(energy)
    M = np.zeros((size, size))
    for j in range(1, J + 1):
        W = j * h
        simpson = h / 3 * (1 if j == J else (4 if j % 2 else 2))
        hi = np.arange(j, size)
        lo = hi - j
        bose_emit = 1 / (-np.expm1(-W / kT))
        p = (2 * np.pi / (hbar_eV * kT) * h * simpson * bose_emit
             * full[hi] * empty[lo])
        inward = total(W) - transport(W)
        M[hi, hi] += p * total(W)
        M[lo, lo] += p * total(W)
        M[hi, lo] -= p * inward
        M[lo, hi] -= p * inward
    b = h * full * empty / kT
    scale = 1 / np.sqrt(np.diag(M))
    scaled = M * scale[:, None] * scale[None, :]
    tau = (b * scale) @ solve(scaled, b * scale, assume_a="pos")
    return M.sum() / b.sum() ** 2, 1 / tau


# Coupling constants from the angular average over the Fermi sphere
def angular_average(func):
    return quad(lambda c: 0.5 * func(c, np.sqrt((1 - c) / 2)), -1, 1)[0]


lam = angular_average(lambda c, u: 2 * coupling * u / (W_max * u))
lam_tr = angular_average(
    lambda c, u: 2 * coupling * u / (W_max * u) * (1 - c))
W2_tr = angular_average(
    lambda c, u: 2 * coupling * u * (1 - c) * W_max * u) / lam_tr
lam_spec = 2 * quad(lambda W: A_total(W) / W, 0, W_max)[0]
lam_tr_spec = 2 * quad(lambda W: A_transport(W) / W, 0, W_max)[0]
W2_spec = 2 * quad(lambda W: A_transport(W) * W, 0, W_max)[0] / lam_tr_spec
assert abs(lam_spec / lam - 1) < 1e-7
assert abs(lam_tr_spec / lam_tr - 1) < 1e-7
assert abs(W2_spec / W2_tr - 1) < 1e-7

print(f"electron density = {density:.2e} m^-3")
print(f"maximum phonon energy = {1e3 * W_max:.1f} meV")
print(f"coupling D*G = {1e3 * coupling:.3f} meV")
print(f"Fermi wavevector = {kF * 1e-9:.3f} nm^-1")
print(f"Fermi energy = {EF / charge:.3f} eV")
print(f"Fermi velocity = {vF:.4e} m/s")
print(f"sound velocity = {sound:.1f} m/s")
print(f"lambda = {lam:.4f}, lambda_tr = {lam_tr:.4f} (dimensionless)")
print(f"rms transport phonon energy = {1e3 * np.sqrt(W2_tr):.3f} meV")
print(f"m/(n e^2) = {mass / (density * charge**2):.4e} ohm m s")

full_ratio = {}
for T in (50, 100, 300, 600):
    kT = kB_eV * T
    rate = variational_rate(T, A_transport)
    linear = 2 * np.pi * lam_tr * kT / hbar_eV
    rho = mass / (density * charge**2) * rate
    rho_direct, rate_direct = direct_variational(T)
    rate_trial, rate_full = boltzmann_rates(T, A_total, A_transport)
    # finite kB T/EF and W/EF enter the direct values at second order
    assert abs(rho_direct / rho - 1) < 1e-3
    assert abs(rate_direct / rate - 1) < 1e-3
    assert abs(rate_trial / rate - 1) < 1e-4
    assert rate_full < rate * (1 + 1e-4)
    assert rate_direct < linear
    full_ratio[T] = rate_full / rate
    correction = W2_tr / (12 * kT**2)
    if T >= 300:
        assert abs(rate_direct / linear - (1 - correction)) < correction**2
    print(f"T = {T} K: kB T = {1e3 * kT:.3f} meV")
    print(f"  variational rate = {rate * 1e-12:.4f} ps^-1")
    print(f"  linear-law rate = {linear * 1e-12:.4f} ps^-1")
    print(f"  variational/linear = {rate / linear:.5f}")
    if T >= 300:
        print(f"  1 - <W^2>_tr/(12 kB^2 T^2) = {1 - correction:.5f}")
    print(f"  full Boltzmann/variational = {full_ratio[T]:.6f}")
    print(f"  resistivity = {rho * 1e8:.5f} microohm cm")
    print(f"  direct/spectral resistivity = {rho_direct / rho:.6f}")
assert abs(full_ratio[600] - 1) < 1e-3
assert full_ratio[50] < full_ratio[600]

# What a measurement of rate or slope at 300 K would give for lambda_tr
T = 300
rate = variational_rate(T, A_transport)
slope = (variational_rate(T + 1, A_transport)
         - variational_rate(T - 1, A_transport)) / 2
unit = 2 * np.pi * kB_eV / hbar_eV
lam_rate, lam_slope = rate / (unit * T), slope / unit
assert lam_rate < lam_tr < lam_slope
print(f"mean free path at 300 K = {vF / rate * 1e9:.2f} nm")
print(f"lambda_tr inferred from rate at 300 K = {lam_rate:.4f}")
print(f"lambda_tr inferred from slope at 300 K = {lam_slope:.4f}")

# Two sheets with equal shares of D<v_x^2>, isotropic scattering on each
sheet_lambdas = (0.1, 0.3)
T = 600
sheet_tau = []
for value in sheet_lambdas:
    def sheet(W, value=value):
        return value * (W / W_max) ** 2
    sheet_tau.append(1 / boltzmann_rates(T, sheet, sheet)[1])
mean_lambda = np.mean(sheet_lambdas)
two_variational = variational_rate(
    T, lambda W: mean_lambda * (W / W_max) ** 2)
two_full = 1 / np.mean(sheet_tau)
assert 0.74 < two_full / two_variational < 0.76
print(f"two sheets: lambda = {sheet_lambdas[0]}, {sheet_lambdas[1]}; "
      f"lambda_tr = {mean_lambda:.3f}")
print(f"two sheets, 600 K: variational rate = "
      f"{two_variational * 1e-12:.4f} ps^-1")
print(f"two sheets, 600 K: full rate = {two_full * 1e-12:.4f} ps^-1")
print(f"two sheets: full/variational = {two_full / two_variational:.5f}")

print("OK")
```

Printed output:

```
electron density = 8.00e+28 m^-3
maximum phonon energy = 30.0 meV
coupling D*G = 2.250 meV
Fermi wavevector = 13.330 nm^-1
Fermi energy = 6.770 eV
Fermi velocity = 1.5432e+06 m/s
sound velocity = 1709.6 m/s
lambda = 0.1500, lambda_tr = 0.1500 (dimensionless)
rms transport phonon energy = 24.495 meV
m/(n e^2) = 4.4359e-22 ohm m s
T = 50 K: kB T = 4.309 meV
  variational rate = 0.9214 ps^-1
  linear-law rate = 6.1695 ps^-1
  variational/linear = 0.14935
  full Boltzmann/variational = 0.721593
  resistivity = 0.04087 microohm cm
  direct/spectral resistivity = 0.999997
T = 100 K: kB T = 8.617 meV
  variational rate = 6.7373 ps^-1
  linear-law rate = 12.3390 ps^-1
  variational/linear = 0.54602
  full Boltzmann/variational = 0.850109
  resistivity = 0.29886 microohm cm
  direct/spectral resistivity = 0.999996
T = 300 K: kB T = 25.852 meV
  variational rate = 34.3816 ps^-1
  linear-law rate = 37.0169 ps^-1
  variational/linear = 0.92881
  1 - <W^2>_tr/(12 kB^2 T^2) = 0.92519
  full Boltzmann/variational = 0.995730
  resistivity = 1.52512 microohm cm
  direct/spectral resistivity = 1.000006
T = 600 K: kB T = 51.704 meV
  variational rate = 72.6663 ps^-1
  linear-law rate = 74.0337 ps^-1
  variational/linear = 0.98153
  1 - <W^2>_tr/(12 kB^2 T^2) = 0.98130
  full Boltzmann/variational = 0.999723
  resistivity = 3.22338 microohm cm
  direct/spectral resistivity = 1.000042
mean free path at 300 K = 44.88 nm
lambda_tr inferred from rate at 300 K = 0.1393
lambda_tr inferred from slope at 300 K = 0.1596
two sheets: lambda = 0.1, 0.3; lambda_tr = 0.200
two sheets, 600 K: variational rate = 97.3423 ps^-1
two sheets, 600 K: full rate = 72.9956 ps^-1
two sheets: full/variational = 0.74989
OK
```
